\section*{Interface pressure from a plastic oxide shell on a silicon cylinder}

\section{Problem}

A long silicon cylinder of initial radius $a_0$ is oxidized from outside. At a later moment the silicon has radius $a$, and its oxide shell has outer radius $b$. Oxide forms at the silicon interface, where one volume of silicon becomes $\beta>1$ volumes of oxide, so the new oxide pushes the older oxide outwards. The interface recedes at speed $w=-\mathrm{d}a/\mathrm{d}t>0$.

Treat the oxide as an incompressible, rigid--perfectly plastic von Mises solid with constant shear yield stress $k$: it does not deform below yield, and its shear stress at yield does not depend on how fast it flows. Assume circular symmetry, no axial strain rate, negligible inertia and no traction on the outer surface. The silicon does not move. Tension is positive, and the interface compression is $p=-\sigma_r(a)$.

\begin{enumerate}
\item Find the velocity and strain rates in the oxide.
\item Show that, while oxidation proceeds,
\begin{equation}
p=2k\ln\frac{b}{a},
\label{eq:target}
\end{equation}
independently of $w$ for given $a$ and $b$. Explain how $p$ can nevertheless change with time.
\item Find the axial force carried by the shell.
\item Evaluate the stresses for $a_0=50$ nm, $a=30$ nm, $\beta=2.25$, $k=0.7$ GPa and $w=0.01$ nm/s at $900\,^\circ$C.
\item Real oxide is elastic before it yields. Taking new oxide to be born free of shear stress, with shear modulus $G=31$ GPa, estimate the thickness of the unyielded layer and its effect on $p$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Incompressibility fixes the velocity up to one constant. Counting the oxide area in the cross-section gives that constant.
\item In von Mises flow the stress deviator is parallel to the strain-rate tensor, and the yield condition fixes its magnitude. See what happens to the constant from the first hint. Then balance the radial forces on a small sector.
\item Express $\sigma_r+\sigma_\theta$ as a derivative.
\item Find $b$ first. The recession speed is needed for the flow rates, but not for the plastic stresses.
\item Follow a ring of oxide from its birth at radius $c$ to its present radius $r$. Its hoop strain is $\ln(r/c)$.
\end{enumerate}

\section{Solution}

\subsection{The flow}

With no axial strain rate, incompressibility of a radial velocity $v(r)$ reads
\begin{equation}
\frac{\mathrm{d}v}{\mathrm{d}r}+\frac{v}{r}=\frac1r\frac{\mathrm{d}(rv)}{\mathrm{d}r}=0
\quad\Longrightarrow\quad v=\frac{C}{r},
\end{equation}
where $C$ may depend on time but not on $r$. The silicon consumed per unit length is $\pi(a_0^2-a^2)$, so the oxide area satisfies
\begin{equation}
b^2-a^2=\beta(a_0^2-a^2).
\label{eq:area}
\end{equation}
Differentiating with respect to time and using $\dot a=-w$,
\begin{equation}
2b\dot b=2a\dot a-2\beta a\dot a=2(\beta-1)aw .
\end{equation}
The outer surface moves with the oxide, so $\dot b=v(b)=C/b$, and therefore
\begin{equation}
C=b\dot b=(\beta-1)aw>0 .
\end{equation}
The strain rates are
\begin{equation}
\dot\varepsilon_r=\frac{\mathrm{d}v}{\mathrm{d}r}=-\frac{C}{r^2},\qquad
\dot\varepsilon_\theta=\frac vr=\frac{C}{r^2},\qquad
\dot\varepsilon_z=0 .
\label{eq:rates}
\end{equation}
Each ring is stretched along its circumference and thinned radially. The shear rate $\dot\gamma=\dot\varepsilon_\theta-\dot\varepsilon_r=2C/r^2$ vanishes nowhere in the shell. A rigid--plastic solid deforms only at yield, so the whole shell is yielding.

\subsection{The stress difference}

Let $s_i=\sigma_i-\sigma_m$ be the principal deviatoric stresses, with $\sigma_m=(\sigma_r+\sigma_\theta+\sigma_z)/3$. The flow rule is $s_i=\lambda\dot\varepsilon_i$ with $\lambda>0$, and the yield condition is
\begin{equation}
\tfrac12(s_r^2+s_\theta^2+s_z^2)=k^2 .
\end{equation}
Inserting Eq.~\eqref{eq:rates} gives
\begin{equation}
\tfrac12\lambda^2\left(\frac{C^2}{r^4}+\frac{C^2}{r^4}\right)=k^2
\quad\Longrightarrow\quad \lambda=\frac{kr^2}{|C|}.
\end{equation}
Since $C>0$,
\begin{equation}
s_r=-k,\qquad s_\theta=k,\qquad s_z=0 .
\end{equation}
The magnitude of $C$ has cancelled, and only its sign remains. This is where the oxidation rate disappears: multiplying every strain rate by the same positive number leaves the plastic stress unchanged. Subtracting and averaging these components gives
\begin{equation}
\sigma_\theta-\sigma_r=2k,\qquad
\sigma_z=\sigma_m=\tfrac12(\sigma_r+\sigma_\theta).
\label{eq:yield}
\end{equation}

\subsection{Radial equilibrium}

Consider a sector of angle $\mathrm{d}\theta$ between $r$ and $r+\mathrm{d}r$, per unit length. The radial stresses on its curved faces give a net outward force $\mathrm{d}(r\sigma_r)\,\mathrm{d}\theta$. The hoop stresses on its two flat faces are inclined to each other by $\mathrm{d}\theta$ and give an inward force $\sigma_\theta\,\mathrm{d}r\,\mathrm{d}\theta$. Their balance is
\begin{equation}
\frac{\mathrm{d}(r\sigma_r)}{\mathrm{d}r}=\sigma_\theta
\quad\Longrightarrow\quad
\frac{\mathrm{d}\sigma_r}{\mathrm{d}r}=\frac{\sigma_\theta-\sigma_r}{r}=\frac{2k}{r}.
\label{eq:equilibrium}
\end{equation}
Integrating from $r$ to the free surface, where $\sigma_r(b)=0$,
\begin{equation}
0-\sigma_r(r)=2k\int_r^b\frac{\mathrm{d}r'}{r'}=2k\ln\frac br .
\end{equation}
Hence
\begin{equation}
\sigma_r=-2k\ln\frac br,\qquad
\sigma_\theta=2k\left(1-\ln\frac br\right),
\label{eq:stresses}
\end{equation}
and $p=-\sigma_r(a)$ is Eq.~\eqref{eq:target}.

The work balance gives the same result and shows the cancellation again. Per unit length, the interface pressure does work on the shell at the rate $2\pi a\,p\,v(a)=2\pi pC$. The free surface does none. The dissipation per unit volume is $s_r\dot\varepsilon_r+s_\theta\dot\varepsilon_\theta=2kC/r^2$, so
\begin{equation}
2\pi pC=\int_a^b\frac{2kC}{r^2}\,2\pi r\,\mathrm{d}r=4\pi kC\ln\frac ba .
\end{equation}
Faster growth supplies and dissipates power in the same proportion, which leaves $p$ unchanged.

\subsection{What rate independence means}

Equation~\eqref{eq:area} turns the pressure into a function of the silicon already consumed:
\begin{equation}
p=k\ln\frac{b^2}{a^2}
=k\ln\left[1+\beta\left(\frac{a_0^2}{a^2}-1\right)\right].
\label{eq:progress}
\end{equation}
As $a$ falls, $p$ rises. A faster process reaches a given radius sooner, but finds the same pressure there. For a thin shell of thickness $h=b-a\ll a$, $\ln(1+h/a)\simeq h/a$ and $p\simeq2kh/a$, which vanishes for a flat interface. In oxide that is elastic before it yields, this thin-shell formula also requires $h$ to be much larger than the unyielded layer estimated below; a thinner shell exerts less pressure. As $a\to0$ the formula diverges logarithmically, but a continuum with a sharp circular interface loses its meaning before that.

The result needs $w\neq0$. If growth stops, the strain rate is zero and the flow rule no longer determines the stress.

\subsection{The axial force}

Equation~\eqref{eq:equilibrium} gives
\begin{equation}
\frac{\mathrm{d}(r^2\sigma_r)}{\mathrm{d}r}
=2r\sigma_r+r(\sigma_\theta-\sigma_r)=r(\sigma_r+\sigma_\theta).
\end{equation}
With $\sigma_z$ from Eq.~\eqref{eq:yield}, the axial force in the shell is
\begin{equation}
N=\int_a^b\sigma_z\,2\pi r\,\mathrm{d}r
=\pi\int_a^b\frac{\mathrm{d}(r^2\sigma_r)}{\mathrm{d}r}\,\mathrm{d}r
=-\pi a^2\sigma_r(a)=\pi a^2p .
\end{equation}
The shell is in net axial tension. If no external axial force acts on the wire, the silicon must carry $-\pi a^2p$, a mean axial stress of $-p$. This equals the in-plane stress of a uniformly compressed core. The equality rests on incompressibility. Elastic oxide is born compressed and expands as it moves outwards, which at zero axial strain keeps $\sigma_z$ below $\tfrac12(\sigma_r+\sigma_\theta)$; for the example below, with a bulk modulus of 37 GPa, $N$ is about 6\% smaller than $\pi a^2p$.

\subsection{Numbers}

The outer radius follows from
\begin{equation}
b^2=30^2+2.25\,(50^2-30^2)=4500\ \mathrm{nm}^2,\qquad b=67.1\ \mathrm{nm}.
\end{equation}
The shell is 37.1 nm thick and $\ln(b/a)=0.805$. Thus
\begin{equation}
p=2(0.7\ \mathrm{GPa})(0.805)=1.13\ \mathrm{GPa}.
\end{equation}
The hoop stress is $2k=1.40$ GPa at the outer surface and $1.40-1.13=0.27$ GPa at the interface. Both are tensile. By Eq.~\eqref{eq:stresses} the hoop stress at the interface would become compressive for $b/a>\mathrm{e}$.

The flow constant is $C=1.25\times30\times0.01=0.375$ nm$^2$/s. The shear rate $2C/r^2$ is $8.3\times10^{-4}$ s$^{-1}$ at the interface and $1.7\times10^{-4}$ s$^{-1}$ at the outer surface. Neither value entered the pressure.

\subsection{The elastic layer}

Oxide formed since the interface was at $c$ now fills the area between $a$ and $r$, so
\begin{equation}
r^2=a^2+\beta(c^2-a^2),\qquad r^2-c^2=(\beta-1)(c^2-a^2).
\end{equation}
Near the interface, to first order in $c^2-a^2$,
\begin{equation}
\varepsilon_\theta=\ln\frac rc\simeq\frac{(\beta-1)(c^2-a^2)}{2a^2},\qquad
r-a\simeq\frac{\beta(c^2-a^2)}{2a}.
\end{equation}
For incompressible plane strain $\varepsilon_r=-\varepsilon_\theta$, so the elastic stress difference is $2G(\varepsilon_\theta-\varepsilon_r)=4G\varepsilon_\theta$. It reaches $2k$ at $\varepsilon_\theta=k/(2G)=0.011$. Eliminating $c$ gives the thickness of the unyielded layer,
\begin{equation}
\ell\simeq\frac{\beta}{\beta-1}\,\frac{ak}{2G}
=1.8\times30\ \mathrm{nm}\times\frac{0.7}{62}=0.61\ \mathrm{nm}.
\end{equation}
Across this layer the stress difference rises linearly from zero to $2k$, so on average $k$ is missing. The pressure deficit is
\begin{equation}
\Delta p\simeq\int_a^{a+\ell}\frac{k}{r}\,\mathrm{d}r\simeq\frac{k\ell}{a}=0.014\ \mathrm{GPa},
\end{equation}
about 1.3\% of $p$. Both estimates take the elastic response as incompressible, which silica is not: with a bulk modulus of 37 GPa its Poisson ratio is $\nu\simeq0.17$. At nearly constant $\sigma_r$ and zero axial strain, the hoop stress then rises by $2G\varepsilon_\theta/(1-\nu)$ and the axial stress by $\nu$ times that. Yield comes at $\varepsilon_\theta=(1-\nu)\sqrt{3/(1-\nu+\nu^2)}\,k/(2G)=1.55\,k/(2G)$, where the stress difference is $1.87k$. The layer is then about 1 nm thick and the deficit about 2\% of $p$. This correction does not contain $w$ either. The hoop stress changes more than the pressure does: at the interface itself the new oxide has $\sigma_\theta=\sigma_r\simeq-p$, so the plastic hoop stress found above applies only outside this layer. A layer so thin approaches molecular dimensions, so the estimate gives a scale rather than a resolved stress profile.

\subsection{The model beside a real nanowire}

The example represents a silicon nanowire oxidized near $900\,^\circ$C. Its parameters are round, and the material constants are rough typical values. The recession speed is roughly five to ten times, depending on crystal orientation and on the rate constants used, that of a flat silicon surface in dry oxygen at one atmosphere beneath oxide this thick. At the slower speed, the Eyring law of the first variation would give a pressure of about 0.7--0.9 GPa if the viscosity assumed there is kept; a more viscous dry oxide would give a higher pressure. One assumption that real silica does not obey is the constant $k$: the first variation shows that a tenfold change of rate can move $p$ by about a third.

Other effects are neglected too. The first three items below give rough sizes or limits; the last is not sized.
\begin{itemize}
\item A surface tension of 0.3 N/m adds $0.3/b=4.5$ MPa to $p$, or 0.4\%.
\item The mean stress is $k$ at the outer surface. With a bulk modulus of 37 GPa, the elastic volume strain there is $0.7/37=1.9\%$. New oxide at the interface has a mean stress near $-p$ and is compressed by about $1.13/37=3\%$.
\item For a surface crack in a thick body under tension $\sigma$, the critical depth is $(K/1.12\sigma)^2/\pi$. A toughness $K=0.75$ MPa\,m$^{1/2}$ and $\sigma=1.4$ GPa give 73 nm. This exceeds the shell thickness, so the thick-body formula cannot supply a reliable fracture limit. The formula also presumes elastic material around a small crack-tip plastic zone, whereas this shell is wholly at yield, and the plane-strain zone size $(K/\sqrt3k)^2/6\pi\simeq20$ nm is comparable with its thickness. The estimate therefore does not decide whether the shell cracks.
\item Crystal anisotropy makes the oxidation rate vary around the wire and the core non-circular. The present model does not size this effect.
\end{itemize}

The pressure can slow the interface reaction. If the reaction has activation volume $V_r$, its rate constant is multiplied by $\exp(-pV_r/k_{\mathrm B}T)$. For a rough $V_r=0.01$ nm$^3$ this factor is 0.50. In the plastic model $p$ does not respond to the resulting change of speed, so at fixed geometry the factor needs no iteration.

\section{Variation 1: flow stress that depends on rate}

\emph{Keep the geometry and the flow, but let the shear stress $\tau=(\sigma_\theta-\sigma_r)/2$ depend on $\dot\gamma$. Find $p$ for a Newtonian oxide, $\tau=\eta_0\dot\gamma$, and for Eyring flow, $\tau=\tau_c\operatorname{arsinh}(\eta_0\dot\gamma/\tau_c)$, with $\tau_c=2k_{\mathrm B}T/V$. Use $\eta_0=10^{14}$ Pa\,s and $V=0.3$ nm$^3$.}

Equilibrium now gives $p=\int_a^b(2\tau/r)\,\mathrm{d}r$. With $\dot\gamma=2C/r^2$, the Newtonian pressure is
\begin{equation}
p_{\mathrm N}=4\eta_0C\int_a^b\frac{\mathrm{d}r}{r^3}
=2\eta_0C\left(\frac1{a^2}-\frac1{b^2}\right).
\end{equation}
It is proportional to the rate. For the example it would be 67 GPa, larger than both the shear modulus and the bulk modulus of the oxide, so Newtonian flow at this viscosity is not a usable description here.

For Eyring flow at $900\,^\circ$C, $\tau_c=0.108$ GPa. When $\eta_0\dot\gamma\gg\tau_c$, $\operatorname{arsinh}x\simeq\ln2x$. Write $L=\ln(b/a)$ and $X_a=4\eta_0C/(\tau_ca^2)$, the value of $2\eta_0\dot\gamma/\tau_c$ at the interface. Then
\begin{align}
p_{\mathrm E}&\simeq2\tau_c\int_a^b\left(\ln X_a-2\ln\frac ra\right)\frac{\mathrm{d}r}{r}\nonumber\\
&=2\tau_c\left(L\ln X_a-L^2\right)
=2\tau_cL\,(\ln X_a-L).
\label{eq:eyring}
\end{align}
This has the plastic form with an effective yield stress $k_{\mathrm{eff}}=\tau_c(\ln X_a-L)$. Here $X_a\simeq1.54\times10^3$, so $k_{\mathrm{eff}}\simeq0.71$ GPa. The chosen $k=0.7$ GPa therefore suits this particular rate.

Since $X_a\propto C$, a tenfold increase of rate at fixed geometry, temperature and $\eta_0$ raises the pressure by
\begin{equation}
\Delta p_{\mathrm E}=2\tau_cL\ln10=0.40\ \mathrm{GPa}.
\end{equation}
Numerical quadrature of the full arsinh law gives 0.74, 1.14 and 1.54 GPa at 0.1, 1 and 10 times the given rate. One decade thus changes the pressure by 35\% of its central value. Perfect plasticity replaces this logarithmic dependence by a constant, which is reasonable over a narrow range of rates and poor over several decades. Because $\eta_0$ and $C$ enter only as a product, a tenfold error in the viscosity has the same effect as a tenfold change of rate. The viscosity of silica depends strongly on its water content, and dry silica at this temperature can be more viscous than assumed here by orders of magnitude. The value of $k$ should therefore be fitted to the oxide in question.

\section{Variation 2: oxide lining a hole}

\emph{A cylindrical hole in silicon is oxidized from inside. The interface is now at the larger radius $a$ and the free oxide surface at the smaller radius $b$. Does the plastic oxide pull on the interface or press on it?}

Let the hole have initial radius $a_0$. The interface moves outwards at speed $w=\dot a$, and the area balance is $a^2-b^2=\beta(a^2-a_0^2)$. Differentiation gives
\begin{equation}
b\dot b=a\dot a-\beta a\dot a=-(\beta-1)aw=C<0 .
\end{equation}
The oxide moves inwards and its rings are compressed along the circumference. The flow rule changes sign, so $\sigma_\theta-\sigma_r=-2k$. Integrating $\mathrm{d}\sigma_r/\mathrm{d}r=-2k/r$ outwards from $\sigma_r(b)=0$,
\begin{equation}
\sigma_r=-2k\ln\frac rb,\qquad p=2k\ln\frac ab,\qquad
\sigma_\theta=-2k\left(1+\ln\frac rb\right).
\end{equation}
The oxide presses on the interface. Two signs have changed, that of the stress difference and that of the direction from interface to free surface, and their product has not. In terms of work, the interface must push the old oxide away in either geometry, and plastic flow always dissipates power.

With the two radii of the example exchanged, $a=67.1$ nm and $b=30$ nm, and with the same $k$, the pressure is again 1.13 GPa. The hoop stress is different: it is $-1.40$ GPa at the free surface and $-1.40-1.13=-2.53$ GPa at the interface. In the rigid--plastic model the lining is in hoop compression throughout, whereas the shell on the wire is in hoop tension throughout for the radii used here.

Numerical values quoted here were computed with a short program.
